# Continuity of oscillator strength density at a Rydberg series limit: a numerical check

```python
"""
Result under test (Hartree atomic units): along a Rydberg series
    f_n * dn/dE  ->  df/dE at threshold,
because sqrt(dn/dE) * P_n(r) -> P_E(r) for E -> 0 at fixed r.
P_n : radial function of unit norm;  P_E : radial function normalized to
delta(E-E'), i.e. with amplitude sqrt(2/(pi k)) at infinity, k = sqrt(2E).
Model: V(r) = -(1 + q exp(-r))/r, lowest s level -> p series and p continuum.
nu = 1/sqrt(-2E) is the effective quantum number, mu = n - nu the defect.
q = 0 is hydrogen and serves as a closed check.
"""
import math
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import solve_ivp, quad
from scipy.special import jv, yv, jvp, yvp
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R_GRID = 45.0      # the initial state and the core lie well inside this radius
nodes, gl_weights = np.polynomial.legendre.leggauss(500)
root_r = 0.5 * math.sqrt(R_GRID) * (nodes + 1)
r = root_r**2
w = 0.5 * math.sqrt(R_GRID) * gl_weights * 2 * root_r


def sturmians(l, lam, size, radius):
    """Coulomb Sturmians, orthonormal with weight 1/r."""
    x = lam * radius
    S = np.zeros((size, len(x)))
    S[0] = x**(l + 1) * np.exp(-x / 2) / math.sqrt(math.factorial(2*l + 1))
    for k in range(size - 1):
        new = (2*k + 2*l + 2 - x) * S[k]
        if k > 0:
            new = new - math.sqrt(k * (k + 2*l + 1)) * S[k - 1]
        S[k + 1] = new / math.sqrt((k + 1) * (k + 2*l + 2))
    return S


def levels(l, lam, size, q):
    """Energies and unit-normalized radial functions on the grid."""
    S = sturmians(l, lam, size, r)
    k = np.arange(size)
    off = -np.sqrt(k[1:] * (k[1:] + 2*l + 1.0))
    overlap = np.diag(2.0*k + 2*l + 2) + np.diag(off, 1) + np.diag(off, -1)
    H = lam / 2 * (np.diag(k + l + 1.0) - overlap / 4) - np.eye(size)
    H -= q * (S * (w * np.exp(-r) / r)) @ S.T
    energy, coeff = eigh(H, overlap / lam)
    return energy, coeff.T @ S


def strength(e_final, e_initial, p_initial, p_final):
    """s -> p oscillator strength, or its density for energy-normalized P."""
    dipole = np.sum(w * p_initial * r * p_final)
    return 2 / 3 * (e_final - e_initial) * dipole**2


def regular_p_wave(E, q):
    """F ~ r^2 at the origin: grid values, amplitude A = F/P_E, solution."""
    start = 1e-3
    R = 4000.0 if E < 0.01 else 500.0
    Z = 1 + q

    def rhs(x, y):
        return [y[1], (2/x**2 - 2*(1 + q*math.exp(-x))/x - 2*E) * y[0]]
    y0 = [start**2 * (1 - Z*start/2), 2*start - 1.5*Z*start**2]
    out = solve_ivp(rhs, (start, R), y0, method="DOP853", rtol=1e-10,
                    atol=1e-14, dense_output=True)
    assert out.success
    F = np.where(r < start, r**2 * (1 - Z*r/2),
                 out.sol(np.maximum(r, start))[0])
    f_end, df_end = out.y[:, -1]
    p = math.sqrt(2*E + 2/R - 2/R**2)
    dp = (-2/R**2 + 4/R**3) / (2*p)
    K = p * f_end**2 + (df_end + dp * f_end / (2*p))**2 / p
    return F, math.sqrt(K * math.pi / 2), out.sol


# --- amplitude sqrt(2/(pi k)) means delta(E-E'): norm of a free p-wave packet
e1, e2 = 0.4, 0.8
en = e1 + (e2 - e1) * (nodes + 1) / 2
we = gl_weights * (e2 - e1) / 2
shape = np.sin(math.pi * (en - e1) / (e2 - e1))**2
rad = np.arange(1, 4001) * 0.25
kr = np.outer(rad, np.sqrt(2*en))
waves = (np.sin(kr)/kr - np.cos(kr)) * np.sqrt(2/(math.pi*np.sqrt(2*en)))
packet = waves @ (we * shape)
packet_ratio = np.sum(packet**2) * 0.25 / np.sum(we * shape**2)
assert abs(packet_ratio - 1) < 1e-3

# --- classical integrals of the Coulomb tail, r = 2 nu^2 sin^2(t)
nu_test = 7.3


def momentum(x):
    return math.sqrt(2/x - 1/nu_test**2)


def on_orbit(g):
    def integrand(t):
        x = 2 * nu_test**2 * math.sin(t)**2
        return g(x) * 4 * nu_test**2 * math.sin(t) * math.cos(t)
    return quad(integrand, 1e-9, math.pi/2 - 1e-7)[0]


time_int = on_orbit(lambda x: 1 / momentum(x))
phase_int = on_orbit(momentum)
assert abs(time_int / (math.pi * nu_test**3) - 1) < 1e-5
assert abs(phase_int / (math.pi * nu_test) - 1) < 1e-5

# --- hydrogen: bound series and threshold density against the closed value
h_es, h_ps = levels(0, 4.0, 40, 0.0)
h_ep, h_pp = levels(1, 0.3, 160, 0.0)
h_f = np.array([strength(h_ep[j], h_es[0], h_ps[0], h_pp[j])
                for j in range(23)])
h_n = np.arange(2, 25)
h_closed = 256 / (3 * math.exp(4))
h_dipole = np.sum(w * 2*r*np.exp(-r) * r * np.sqrt(2*r)*jv(3, np.sqrt(8*r)))
h_threshold = strength(0.0, -0.5, 2*r*np.exp(-r),
                       np.sqrt(2*r) * jv(3, np.sqrt(8*r)))
assert abs(h_f[0] - 2**13 / 3**9) < 1e-7
assert abs(h_dipole - 16 * math.exp(-2)) < 1e-7
assert abs(h_threshold / h_closed - 1) < 1e-7
h_g = h_f * h_n**3
assert abs(h_g[18] / h_closed - 1) < 0.02
assert abs(h_g[18] - h_closed) < abs(h_g[8] - h_closed) / 3

# --- model with a core: bound side
q = 3.0
e_s, p_s = levels(0, 4.0, 60, q)
e_i, p_i = e_s[0], p_s[0]
e_p, p_p = levels(1, 0.3, 160, q)
n = np.arange(2, 25)
E_n, P_n = e_p[:23], p_p[:23]
assert np.all(E_n < 0)
nu = 1 / np.sqrt(-2 * E_n)
mu = n - nu
f_n = np.array([strength(E_n[j], e_i, p_i, P_n[j]) for j in range(23)])
dn_dE = nu**3 + np.gradient(mu, E_n)
g_n = f_n * dn_dE

# --- model: threshold function from Bessel functions outside the core
F0, A0_far, sol0 = regular_p_wave(0.0, q)
a_match = 40.0
z = math.sqrt(8 * a_match)
root = math.sqrt(2 * a_match)
dz = z / (2 * a_match)
M = np.array([[root*jv(3, z), root*yv(3, z)],
              [jv(3, z)/root + root*dz*jvp(3, z),
               yv(3, z)/root + root*dz*yvp(3, z)]])
a, b = np.linalg.solve(M, sol0(a_match))
C = math.hypot(a, b)
assert abs(A0_far / C - 1) < 2e-4     # amplitude is carried outward unchanged
P_0 = F0 / C
g_0 = strength(0.0, e_i, p_i, P_0)

# --- threshold phase gives the limit of the quantum defect (modulo 1)
mu_phase = (math.atan2(-b, a) / math.pi) % 1.0
i, j = 16, 20
mu_limit = mu[j] - E_n[j] * (mu[j] - mu[i]) / (E_n[j] - E_n[i])
mu_gap = (mu_limit - mu_phase + 0.5) % 1.0 - 0.5
assert abs(mu_gap) < 1e-4

# --- level spacing gives the density of levels
spacing_ratio = 1 / (E_n[19] - E_n[18]) / ((nu[18] + nu[19]) / 2)**3
assert abs(spacing_ratio - 1) < 0.01

# --- scaled bound functions approach the threshold function inside r = 5
inside = r < 5.0
deviation = {}
for m in (5, 10, 20):
    scaled = P_n[m - 2] * math.sqrt(dn_dE[m - 2])
    scaled = scaled * np.sign(np.sum((w * scaled * P_0)[inside]))
    deviation[m] = (np.max(np.abs(scaled - P_0)[inside])
                    / np.max(np.abs(P_0[inside])))
assert deviation[20] < 0.02
assert 3.0 < deviation[10] / deviation[20] < 5.5

# --- the junction itself
g_extrap = g_n[j] - E_n[j] * (g_n[j] - g_n[i]) / (E_n[j] - E_n[i])
assert abs(g_extrap / g_0 - 1) < 5e-4
assert abs(g_n[18] / g_0 - 1) < 0.02

# --- continuum side, and slopes on both sides
continuum = {}
amplitude = {}
for E in (0.002, 0.05, 0.5):
    F, A, _ = regular_p_wave(E, q)
    continuum[E] = strength(E, e_i, p_i, F / A)
    amplitude[E] = A
assert abs(continuum[0.002] / g_0 - 1) < 0.03
assert abs(amplitude[0.002] / C - 1) < 0.03
slope_below = (g_n[13] / g_0 - 1) / E_n[13]
slope_above = (continuum[0.002] / g_0 - 1) / 0.002
assert abs(slope_below - slope_above) < 0.2

print(f"packet norm / expected norm: {packet_ratio:.6f}")
print(f"nu = {nu_test}: integral dr/p / (pi nu^3) = "
      f"{time_int/(math.pi*nu_test**3):.6f}")
print(f"nu = {nu_test}: integral p dr / (pi nu) = "
      f"{phase_int/(math.pi*nu_test):.6f}")
print(f"hydrogen f(1s-2p): {h_f[0]:.6f}")
print(f"hydrogen threshold dipole integral: {h_dipole:.6f} a.u.")
print(f"hydrogen 256/(3 e^4): {h_closed:.6f} per hartree")
print(f"hydrogen df/dE at 0, quadrature: {h_threshold:.6f} per hartree")
for m in (5, 10, 20):
    print(f"hydrogen n={m}: n^3 f_n = {h_g[m-2]:.6f} per hartree")
print(f"model core strength q: {q:.1f}")
print(f"model initial s energy: {e_i:.6f} hartree")
print("model: n, E_n (hartree), nu, f_n, dn/dE and f dn/dE (1/hartree)")
for m in (2, 3, 5, 10, 15, 20):
    s = m - 2
    print(f"{m:3d} {E_n[s]:.7f} {nu[s]:.5f} {f_n[s]:.4e} "
          f"{dn_dE[s]:.3f} {g_n[s]:.6f}")
print(f"inverse spacing n=20,21 / mean nu^3: {spacing_ratio:.5f}")
print(f"defect extrapolated to threshold: {mu_limit:.6f}")
print(f"defect from threshold phase, modulo 1: {mu_phase:.6f}")
print(f"Bessel coefficients a, b: {a:.6f}, {b:.6f} a.u.")
print(f"threshold amplitude C: {C:.6f} a.u.")
print(f"amplitude read at r = 4000 bohr: {A0_far:.6f} a.u.")
print(f"amplitude A at E = 0.002 hartree: {amplitude[0.002]:.6f} a.u.")
for m in (5, 10, 20):
    print(f"n={m}: largest deviation of scaled P_n, r<5 bohr: "
          f"{100*deviation[m]:.3f} %")
print(f"f dn/dE extrapolated to threshold: {g_extrap:.6f} per hartree")
print(f"df/dE at threshold: {g_0:.6f} per hartree")
print(f"df/dE at threshold: {g_0/HARTREE_EV:.6e} per eV")
for E in (0.002, 0.05, 0.5):
    print(f"df/dE at E = {E} hartree: {continuum[E]:.6f} per hartree")
print(f"relative slope below (n=15): {slope_below:.4f} per hartree")
print(f"relative slope above (E=0.002): {slope_above:.4f} per hartree")
print("no test failed")
```

Printed output:

```
packet norm / expected norm: 1.000000
nu = 7.3: integral dr/p / (pi nu^3) = 1.000000
nu = 7.3: integral p dr / (pi nu) = 1.000000
hydrogen f(1s-2p): 0.416197
hydrogen threshold dipole integral: 2.165365 a.u.
hydrogen 256/(3 e^4): 1.562935 per hartree
hydrogen df/dE at 0, quadrature: 1.562935 per hartree
hydrogen n=5: n^3 f_n = 1.742293 per hartree
hydrogen n=10: n^3 f_n = 1.605367 per hartree
hydrogen n=20: n^3 f_n = 1.573401 per hartree
model core strength q: 3.0
model initial s energy: -5.488488 hartree
model: n, E_n (hartree), nu, f_n, dn/dE and f dn/dE (1/hartree)
  2 -0.3517380 1.19227 2.2200e-01 0.929 0.206235
  3 -0.0871766 2.39489 1.7119e-02 13.275 0.227256
  5 -0.0256012 4.41931 2.6184e-03 85.958 0.225076
 10 -0.0056274 9.42610 2.6740e-04 837.193 0.223861
 15 -0.0024022 14.42715 7.4486e-05 3002.580 0.223650
 20 -0.0013248 19.42750 3.0493e-05 7332.152 0.223579
inverse spacing n=20,21 / mean nu^3: 0.99870
defect extrapolated to threshold: 0.572074
defect from threshold phase, modulo 1: 0.572075
Bessel coefficients a, b: -0.052332, -0.227153 a.u.
threshold amplitude C: 0.233103 a.u.
amplitude read at r = 4000 bohr: 0.233103 a.u.
amplitude A at E = 0.002 hartree: 0.233023 a.u.
n=5: largest deviation of scaled P_n, r<5 bohr: 5.604 %
n=10: largest deviation of scaled P_n, r<5 bohr: 1.324 %
n=20: largest deviation of scaled P_n, r<5 bohr: 0.316 %
f dn/dE extrapolated to threshold: 0.223491 per hartree
df/dE at threshold: 0.223491 per hartree
df/dE at threshold: 8.213129e-03 per eV
df/dE at E = 0.002 hartree: 0.223356 per hartree
df/dE at E = 0.05 hartree: 0.219782 per hartree
df/dE at E = 0.5 hartree: 0.181293 per hartree
relative slope below (n=15): -0.2974 per hartree
relative slope above (E=0.002): -0.3010 per hartree
no test failed
```
